# Inner products, traces and projectors for PAW pseudo orbitals: a numerical check

```python
"""
Result under test: the PAW map T (all-electron orbital = T pseudo orbital)
is not unitary. With S = T^t T the pseudo orbitals X are S-orthonormal, and
  sum_n |X_n><X_n| = S^-1,   projector = rho S,   Tr A = Tr(S^-1 T^t A T),
  Tr G = Tr(S Gt),           image of A B = At S^-1 Bt.
Symbols: phi, phis = true and smooth partial waves; p = projector functions;
q = norm deficit matrix; H, Ht = true and transformed Hamiltonian;
rho = sum of |X_n><X_n| over the two lowest levels.
System: s channel of the hydrogen atom, hartree atomic units, radial grid.
Vectors hold sqrt(h)*u(r), so the plain dot product is the inner product.
"""
import numpy as np
from scipy.linalg import eigh

h, n_grid, r_c = 0.05, 599, 3.0
r = h * np.arange(1, n_grid + 1)
one = np.eye(n_grid)
hop = np.full(n_grid - 1, -0.5 / h**2)
H = np.diag(1 / h**2 - 1 / r) + np.diag(hop, 1) + np.diag(hop, -1)
E, C = eigh(H)
C = C * np.where(C[0] < 0, -1.0, 1.0)
assert abs(E[0] + 0.5) < 1e-3 and abs(E[1] + 0.125) < 1e-3

# partial waves, smooth partial waves, projector functions
k = int(np.searchsorted(r, r_c - 1e-9))


def even_polynomials(x):
    return x[:, None] * (x[:, None] / r_c) ** (2 * np.arange(4))


def smooth(u):
    coef = np.linalg.solve(even_polynomials(r[k:k + 4]), u[k:k + 4])
    out = u.copy()
    out[:k] = even_polynomials(r[:k]) @ coef
    return out


phi = C[:, :2]
phis = np.column_stack([smooth(phi[:, i]) for i in range(2)])
shape = np.where(r < r_c - 1e-9, (1 - (r / r_c)**2)**2, 0.0)
raw = shape[:, None] * phis
p = raw @ np.linalg.inv(phis.T @ raw)
assert np.allclose(p.T @ phis, np.eye(2), atol=1e-9)
delta = phi - phis
D = delta @ p.T
T = one + D
S = T.T @ T
S = (S + S.T) / 2

# invertibility and closed inverse
M = p.T @ phi
det_M = np.linalg.det(M)
assert abs(det_M) > 0.01
assert abs(np.linalg.det(T) / det_M - 1) < 1e-7
T_inv = np.linalg.inv(T)
assert np.allclose(T_inv, one - delta @ np.linalg.inv(M) @ p.T, atol=1e-7)
S_inv = np.linalg.inv(S)

# T is neither an isometry nor normal; its polar factor is unitary
s_val, s_vec = eigh(S)
U = T @ (s_vec / np.sqrt(s_val)) @ s_vec.T
assert np.allclose(U @ U.T, one, atol=1e-7)
assert np.abs(S - one).max() > 1e-3
assert np.abs(T @ T.T - S).max() > 1e-3

# generalized eigenproblem against the all-electron one
Ht = T.T @ H @ T
Ht = (Ht + Ht.T) / 2
e, X = eigh(Ht, S)
X = X * np.where((T @ X)[0] < 0, -1.0, 1.0)
assert np.allclose(e, E, atol=1e-6)
assert np.allclose((T @ X)[:, :10], C[:, :10], atol=1e-6)

# plain overlaps against the norm deficit integrated inside the sphere
q = phi[:k].T @ phi[:k] - phis[:k].T @ phis[:k]
occ = X[:, :2]
overlap = occ.T @ occ
assert np.allclose(overlap, np.eye(2) - q, atol=1e-6)

# completeness
assert np.allclose(X @ X.T, S_inv, atol=1e-6)
g = r * np.exp(-r**2 / 2)
g = g / np.linalg.norm(g)
sum_plain = np.sum((X.T @ g)**2)
sum_S = np.sum((X.T @ g) * (X.T @ (S @ g)))
assert abs(sum_S - 1) < 1e-7 and abs(sum_plain - 1) > 1e-3

# projector on the two lowest levels
rho = occ @ occ.T
P = rho @ S
assert np.allclose(P, T_inv @ (phi @ phi.T) @ T, atol=1e-6)
assert np.allclose(P @ P, P, atol=1e-6)
assert np.allclose(rho @ S @ rho, rho, atol=1e-7)
idem_error = np.linalg.norm(rho @ rho - rho)
assert idem_error > 0.01 and abs(np.trace(P) - 2) < 1e-7
left_plain = np.linalg.norm(occ[:, 0] - rho @ occ[:, 0])
left_S = np.linalg.norm(occ[:, 0] - P @ occ[:, 0])
assert left_S < 1e-6 < left_plain
P_norm = np.linalg.norm(P, 2)
assert P_norm > 1 + 1e-6

# traces
A = T.T @ (r[:, None] * T)
r_true = np.sum(r[:, None] * phi**2)
r_pseudo = np.trace(rho @ A)
assert abs(r_true - r_pseudo) < 1e-6 and abs(r_true - 7.5) < 0.02
beta = 2.0
Bt = T.T @ ((C * np.exp(-beta * E)) @ C.T) @ T
Z_true = np.sum(np.exp(-beta * e))
Z_S, Z_plain = np.trace(S_inv @ Bt), np.trace(Bt)
assert abs(Z_S - Z_true) < 1e-5 and abs(Z_plain - Z_true) > 1e-3
z = -0.3
G = np.linalg.inv(z * S - Ht)
G_true = np.sum(1 / (z - E))
G_S, G_plain = np.trace(S @ G), np.trace(G)
assert abs(G_S - G_true) < 1e-5 and abs(G_plain - G_true) > 1e-3

# closure sum for r^2 in the 1s state
x1 = X[:, 0]
r2_true = np.sum(r**2 * C[:, 0]**2)
r2_states = np.sum((X.T @ (A @ x1))**2)
r2_S = (A @ x1) @ S_inv @ (A @ x1)
r2_plain = (A @ x1) @ (A @ x1)
assert abs(r2_states - r2_true) < 1e-6 and abs(r2_S - r2_true) < 1e-6
assert abs(r2_true - 3) < 0.01 and abs(r2_plain - 3) > 0.02

# linear response to lambda*r
lam = 5e-4
E_up = eigh(H + lam * np.diag(r), eigvals_only=True)[0]
E_dn = eigh(H - lam * np.diag(r), eigvals_only=True)[0]
E2_fd = (E_up + E_dn - 2 * E[0]) / (2 * lam**2)
r_1s = x1 @ A @ x1
Sx1 = S @ x1
rhs_S = -(A @ x1 - Sx1 * r_1s)
rhs_plain = -(A @ x1 - x1 * r_1s)


def second_order(rhs, pin):
    K = Ht - e[0] * S + pin * np.outer(Sx1, Sx1)
    return (A @ x1) @ np.linalg.solve(K, rhs)


E2_S = [second_order(rhs_S, pin) for pin in (1.0, 2.0)]
E2_plain = [second_order(rhs_plain, pin) for pin in (1.0, 2.0)]
assert abs(E2_S[0] - E2_fd) < 2e-4 and abs(E2_S[0] - E2_S[1]) < 1e-6
assert abs(x1 @ rhs_S) < 1e-7
assert abs(x1 @ rhs_plain + q[0, 0] * r_1s) < 1e-6
assert abs(E2_plain[0] - E2_plain[1]) > 1e-2

# compact overlap operator against T^t T
S_c = one + p @ q @ p.T
Pi = phis @ p.T
gap = S - S_c
rest = one - Pi
assert np.allclose(gap, rest.T @ D + D.T @ rest, atol=1e-7)
norm_c = np.sum(X * (S_c @ X), axis=0)
assert np.allclose(norm_c[:2], 1, atol=1e-6)
worst = 2 + int(np.argmax(np.abs(norm_c[2:20] - 1)))
assert abs(norm_c[worst] - 1) > 1e-4
S_c_min = eigh((S_c + S_c.T) / 2, eigvals_only=True)[0]


def show(label, value, unit=""):
    print(f"{label}: {value:.5f} {unit}".rstrip())


show("grid step", h, "bohr")
show("wall radius", h * (n_grid + 1), "bohr")
show("augmentation radius", r_c, "bohr")
show("1s level, all-electron", E[0], "hartree")
show("1s level, pseudo problem", e[0], "hartree")
show("2s level, all-electron", E[1], "hartree")
show("2s level, pseudo problem", e[1], "hartree")
show("det of <p_i|phi_j>", det_M)
show("smallest eigenvalue of S", s_val[0])
show("largest eigenvalue of S", s_val[-1])
show("q_11", q[0, 0])
show("q_12", q[0, 1])
show("q_22", q[1, 1])
show("plain norm squared of pseudo 1s", overlap[0, 0])
show("plain norm squared of pseudo 2s", overlap[1, 1])
show("plain overlap of pseudo 1s and 2s", overlap[0, 1])
show("Tr rho, plain", np.trace(rho))
show("Tr rho S", np.trace(P))
w = np.linalg.eigvalsh(overlap)
show("smaller nonzero eigenvalue of rho", w[0])
show("larger nonzero eigenvalue of rho", w[1])
show("Frobenius norm of rho^2 - rho", idem_error)
show("norm of (1 - rho) on pseudo 1s", left_plain)
print(f"norm of (1 - rho S) on pseudo 1s: {left_S:.1e}")
show("largest singular value of rho S", P_norm)
show("completeness sum for Gaussian, plain", sum_plain)
show("completeness sum for Gaussian, with S", sum_S)
show("sum of <r> over 1s and 2s, all-electron", r_true, "bohr")
show("Tr(rho At) for r, plain trace", r_pseudo, "bohr")
show("beta", beta, "1/hartree")
show("Tr exp(-beta H), sum over levels", Z_true)
show("Tr exp(-beta H), with S^-1", Z_S)
show("Tr exp(-beta H), plain", Z_plain)
show("resolvent energy z", z, "hartree")
show("Tr G, sum over levels", G_true, "1/hartree")
show("Tr G, with S", G_S, "1/hartree")
show("Tr G, plain", G_plain, "1/hartree")
show("<r^2> in 1s, all-electron", r2_true, "bohr^2")
show("<r^2> in 1s, sum over pseudo states", r2_states, "bohr^2")
show("<r^2> in 1s, At S^-1 At", r2_S, "bohr^2")
show("<r^2> in 1s, At At plain", r2_plain, "bohr^2")
show("<r> in 1s", r_1s, "bohr")
show("E2 for lambda*r, finite difference", E2_fd, "a.u.")
show("E2, projector with S, pin 1", E2_S[0], "a.u.")
show("E2, projector with S, pin 2", E2_S[1], "a.u.")
show("E2, plain projector, pin 1", E2_plain[0], "a.u.")
show("E2, plain projector, pin 2", E2_plain[1], "a.u.")
show("<pseudo 1s|plain right side>", x1 @ rhs_plain, "bohr")
show("third level", e[2], "hartree")
show("compact-S norm squared, third level", norm_c[2])
print(f"worst level among 3 to 20: number {worst + 1}")
show("its energy", e[worst], "hartree")
show("its compact-S norm squared", norm_c[worst])
show("smallest eigenvalue of compact S", S_c_min)
print("done: every assertion held")
```

It prints:

```
grid step: 0.05000 bohr
wall radius: 30.00000 bohr
augmentation radius: 3.00000 bohr
1s level, all-electron: -0.49969 hartree
1s level, pseudo problem: -0.49969 hartree
2s level, all-electron: -0.12498 hartree
2s level, pseudo problem: -0.12498 hartree
det of <p_i|phi_j>: 2.41147
smallest eigenvalue of S: 0.89080
largest eigenvalue of S: 6.63129
q_11: 0.45628
q_12: 0.15333
q_22: 0.04614
plain norm squared of pseudo 1s: 0.54372
plain norm squared of pseudo 2s: 0.95386
plain overlap of pseudo 1s and 2s: -0.15333
Tr rho, plain: 1.49757
Tr rho S: 2.00000
smaller nonzero eigenvalue of rho: 0.49273
larger nonzero eigenvalue of rho: 1.00484
Frobenius norm of rho^2 - rho: 0.24999
norm of (1 - rho) on pseudo 1s: 0.33789
norm of (1 - rho S) on pseudo 1s: 4.3e-16
largest singular value of rho S: 1.49808
completeness sum for Gaussian, plain: 0.49845
completeness sum for Gaussian, with S: 1.00000
sum of <r> over 1s and 2s, all-electron: 7.50125 bohr
Tr(rho At) for r, plain trace: 7.50125 bohr
beta: 2.00000 1/hartree
Tr exp(-beta H), sum over levels: 11.87464
Tr exp(-beta H), with S^-1: 11.87464
Tr exp(-beta H), plain: 21.98012
resolvent energy z: -0.30000 hartree
Tr G, sum over levels: -38.03663 1/hartree
Tr G, with S: -38.03663 1/hartree
Tr G, plain: -39.63678 1/hartree
<r^2> in 1s, all-electron: 3.00250 bohr^2
<r^2> in 1s, sum over pseudo states: 3.00250 bohr^2
<r^2> in 1s, At S^-1 At: 3.00250 bohr^2
<r^2> in 1s, At At plain: 5.22804 bohr^2
<r> in 1s: 1.50063 bohr
E2 for lambda*r, finite difference: -1.50282 a.u.
E2, projector with S, pin 1: -1.50281 a.u.
E2, projector with S, pin 2: -1.50281 a.u.
E2, plain projector, pin 1: -1.67707 a.u.
E2, plain projector, pin 2: -1.16332 a.u.
<pseudo 1s|plain right side>: -0.68471 bohr
third level: -0.05542 hartree
compact-S norm squared, third level: 0.99995
worst level among 3 to 20: number 18
its energy: 1.59901 hartree
its compact-S norm squared: 0.99317
smallest eigenvalue of compact S: 0.87754
done: every assertion held
```
